\section*{Polarization and Localization Length from a Periodic Determinant}

\section{The position problem on a ring}

The dipole of a finite molecule is read off from its electron density. For a crystal under periodic boundary conditions the same recipe fails. Let a ring of length $L$ carry the density $\rho(x)$ and cut it open at $x=t$ instead of at $x=0$. The charge between $0$ and $t$ is then counted at $x+L$, so
\begin{equation}
\int_t^{t+L}x\rho\,dx=\int_0^{L}x\rho\,dx+L\int_0^t\rho\,dx .
\label{cut}
\end{equation}
The "dipole" depends on where the ring is cut. The operator $X=\sum_i x_i$ is at fault: multiplying a periodic function by $x$ gives a function that is no longer periodic. The factor $e^{i\Delta x}$ with $\Delta=2\pi/L$ is periodic, and so is
\begin{equation}
z=\langle\Psi|e^{i\Delta X}|\Psi\rangle .
\label{zdef}
\end{equation}
For a Hartree--Fock determinant $z$ can be evaluated in closed form. Atomic units are used, the electron charge is $-e$, and the system is one-dimensional.

\section{The expectation value is a determinant}

Let $\psi_1,\dots,\psi_N$ be orthonormal $L$-periodic spin orbitals and
\begin{equation}
\Psi=\frac1{\sqrt{N!}}\sum_\sigma \mathrm{sgn}(\sigma)\prod_{j=1}^N\psi_{\sigma(j)}(j).
\end{equation}
Since $e^{i\Delta X}=\prod_j e^{i\Delta x_j}$, each electron contributes one overlap,
\begin{equation}
S_{jk}=\langle\psi_j|e^{i\Delta x}|\psi_k\rangle ,
\label{S}
\end{equation}
and
\begin{equation}
z=\frac1{N!}\sum_{\sigma,\tau}\mathrm{sgn}(\sigma)\,\mathrm{sgn}(\tau)\prod_jS_{\sigma(j)\tau(j)} .
\end{equation}
Put $l=\sigma(j)$ and $\pi=\tau\sigma^{-1}$. The product becomes $\prod_l S_{l\pi(l)}$ and the signs combine to $\mathrm{sgn}(\pi)$. Nothing depends on $\sigma$ any more, so its sum gives $N!$ and
\begin{equation}
z=\sum_\pi\mathrm{sgn}(\pi)\prod_lS_{l\pi(l)}=\det S .
\label{det}
\end{equation}
This holds at every $L$, for metals and insulators alike. A unitary mixing $U$ of the occupied orbitals turns $S$ into $U^\dagger SU$ and leaves $z$ unchanged, so canonical and localized orbitals give the same result.

The factor $e^{i\Delta x}$ does not act on spin. In a closed shell $S$ therefore has two equal blocks. From here on $S$ is one such block, built from spatial orbitals, and
\begin{equation}
z=(\det S)^2 .
\label{closed}
\end{equation}

\section{Bloch orbitals: a closed chain of overlaps}

Let the ring hold $M$ cells of length $a$, $L=Ma$, with $n$ filled bands, so that $N=2nM$. The allowed wave numbers are $k_s=s\Delta$, $s=0,\dots,M-1$, and
\begin{equation}
\psi_{ms}=M^{-1/2}e^{ik_sx}u_{ms}(x),
\end{equation}
with $u_{ms}$ cell-periodic and normalized in one cell. Write $x=Ra+y$ in cell $R$. The overlap of states $s$ and $s'$ contains
\begin{equation}
\frac1M\sum_{R=0}^{M-1}e^{i(k_{s'}+\Delta-k_s)Ra},
\end{equation}
which is 1 if $s=s'+1$ modulo $M$ and 0 otherwise. What remains is the $n\times n$ link $\langle u_{s+1}|u_s\rangle$. For the last link, $k_{M-1}+\Delta-k_0=2\pi/a$ leaves a factor $e^{2\pi iy/a}$, which is absorbed by defining
\begin{equation}
u_M=e^{-2\pi ix/a}u_0 .
\label{close}
\end{equation}

Thus $S$ has its blocks one place below the diagonal and one in the upper right corner. Moving the last $n$ columns to the front, past $n(M-1)$ others, makes it block diagonal and costs the sign $(-1)^{n^2(M-1)}=(-1)^{n(M-1)}$:
\begin{equation}
\det S=(-1)^{n(M-1)}\prod_{s=0}^{M-1}\det\langle u_{s+1}|u_s\rangle .
\label{chain}
\end{equation}

If one band is partly filled and all others are full or empty, with each Bloch state either occupied or empty, some $k_s$ has more occupied states than $k_s+\Delta$. The columns belonging to $k_s$ then have fewer non-zero rows than there are columns. They are linearly dependent, and
\begin{equation}
z=0 .
\label{metal}
\end{equation}
The phase is then undefined. The occupied orbitals must have definite $k$ for this: if the highest one is a mixture of the degenerate states at $k$ and $-k$, as real orbitals can be, it can close the chain of overlaps, and $z$ need not vanish. The rest of the derivation assumes filled bands with a gap above them, and a projector that is smooth in $k$ and settles quickly as the ring grows. The short-ranged interaction of the example below is chosen with this in mind.

\section{Expansion of one link}

Choose the $u_{mk}$ smooth in $k$ and closed as in (\ref{close}). Define the Hermitian matrix $\mathcal A_{ml}=i\langle u_m|\partial_ku_l\rangle$ and its trace $A$. Orthonormality gives $\langle\partial_ku_m|u_l\rangle=-\langle u_m|\partial_ku_l\rangle=i\mathcal A_{ml}$, hence
\begin{equation}
\langle u_{k+\Delta}|u_k\rangle=1+i\Delta\mathcal A+\tfrac12\Delta^2\langle\partial_k^2u|u\rangle+\dots
\end{equation}
With $\ln\det=\mathrm{tr}\ln$ and $\ln(1+B)=B-\frac12B^2+\dots$,
\begin{equation}
\ln\det\langle u_{k+\Delta}|u_k\rangle=i\Delta A+\tfrac12\Delta^2\Big[\sum_m\langle\partial_k^2u_m|u_m\rangle+\mathrm{tr}\,\mathcal A^2\Big]+\dots
\label{log}
\end{equation}
Differentiating $\sum_m\langle\partial_ku_m|u_m\rangle=iA$ gives
\begin{equation}
\sum_m\langle\partial_k^2u_m|u_m\rangle=i\partial_kA-\sum_m\langle\partial_ku_m|\partial_ku_m\rangle .
\end{equation}
Let $P_k=\sum_m|u_m\rangle\langle u_m|$ and $Q_k=1-P_k$. Since $\mathrm{tr}\,\mathcal A^2=\sum_m\langle\partial_ku_m|P_k|\partial_ku_m\rangle$, the bracket in (\ref{log}) is $i\partial_kA-g$ with
\begin{equation}
g(k)=\sum_m\langle\partial_ku_m|Q_k|\partial_ku_m\rangle=\tfrac12\mathrm{tr}(\partial_kP_k)^2 .
\label{g}
\end{equation}
The last form follows because $P_k^2=P_k$ makes $\partial_kP_k$ purely off-diagonal between occupied and empty states: its two off-diagonal blocks contribute equally. The quantity $g$ is the trace of the quantum metric.

Now sum over the chain. Both $A$ and $g$ are smooth and periodic in $k$, so $\Delta\sum_s$ becomes $\oint dk$ with an error smaller than any power of $\Delta$, and $\oint\partial_kA\,dk=0$. Up to multiples of $2\pi i$,
\begin{equation}
\ln\det S=i\pi n(M-1)+i\oint A\,dk-\frac\Delta2\oint g\,dk+\dots
\label{main}
\end{equation}

The order of the corrections follows from a symmetry. The complex conjugate of $\det\langle u_{k+\Delta}|u_k\rangle$ is $\det\langle u_k|u_{k+\Delta}\rangle$, which is the link from $k+\Delta$ with step $-\Delta$. After integration over $k$, conjugation is the same as $\Delta\to-\Delta$. The imaginary part of the integrated link is therefore odd in $\Delta$ and the real part even. The next terms of a link are of order $\Delta^3$ (imaginary) and $\Delta^4$ (real); summing over the chain costs one power. The phase in (\ref{main}) has an error of order $\Delta^2$, and the modulus term a relative error of order $\Delta^2$. Both fall as $1/L^2$.

\section{The phase is the polarization}

\subsection{Wannier centres}

On a long ring the Wannier function of the home cell is $w_m=(a/2\pi)\oint e^{ikx}u_{mk}\,dk$. Use $xe^{ikx}=-i\partial_ke^{ikx}$ and integrate by parts; the boundary term vanishes because $e^{ikx}u_{mk}$ is periodic in $k$:
\begin{equation}
xw_m=\frac a{2\pi}\oint e^{ikx}\,i\partial_ku_{mk}\,dk,\qquad
\sum_m\langle w_m|x|w_m\rangle=\frac a{2\pi}\oint A\,dk\equiv\bar x .
\label{centre}
\end{equation}
The phase of $\det S$ is thus $2\pi\bar x/a+\pi n(M-1)$. The second term comes from the cell origins, since $\Delta\sum_R nRa=\pi n(M-1)$.

\subsection{Transported charge}

A polarization is defined physically by the current that flows while it changes. Let $P$ be the one-spin projector on the ring, and let a parameter $\mu$, such as an ion position, vary slowly. From $P^2=P$ follow $\partial_\mu P\,P+P\,\partial_\mu P=\partial_\mu P$ and $P\,\partial_\mu P\,P=0$. The operator $G=i[\partial_\mu P,P]$ therefore carries the projector along:
\begin{equation}
-i[G,P]=[[\partial_\mu P,P],P]=\partial_\mu P\,P+P\,\partial_\mu P=\partial_\mu P .
\label{G}
\end{equation}

In time-dependent Hartree--Fock theory the generator is the Fock operator $F$, with $i\,\partial_tP=[F,P]$. In the current, $F$ may be replaced by $\dot\mu G$, for two reasons.

First, $i[F,x]$ gives the true current. Local potentials commute with $x$, and the exchange operator $K(x,x')=v(x-x')P(x,x')$ contributes
\begin{equation}
i\,\mathrm{Tr}(P[K,x])=i\iint v(x-x')|P(x,x')|^2(x'-x)\,dx\,dx'=0,
\end{equation}
because the integrand is odd under exchange of $x$ and $x'$. On the ring, $x'-x$ is the shortest separation, which is meaningful for short-ranged operators.

Second, $F$ and $\dot\mu G$ move $P$ in the same way, so $H'=F-\dot\mu G$ commutes with $P$. For a lattice-periodic operator $O$ put $O_k=e^{-ikx}Oe^{ikx}$. Then
\begin{equation}
\partial_kO_k=e^{-ikx}\,i[O,x]\,e^{ikx},
\label{dk}
\end{equation}
and the current from $H'$ involves
\begin{equation}
\oint\mathrm{tr}(P_k\partial_kH'_k)\,dk=\oint\big[\partial_k\mathrm{tr}(P_kH'_k)-\mathrm{tr}(\partial_kP_k\,H'_k)\big]dk=0 .
\end{equation}
The first term is a total derivative; the second pairs an off-diagonal with a block-diagonal operator. If the change is slow and the Hartree--Fock state stays gapped and stable, $P$ follows the static solution.

The displacement of one spin's electrons per cell is therefore
\begin{align}
\frac1M\mathrm{Tr}(P\,i[G,x])&=\frac a{2\pi}\oint\mathrm{tr}(P_k\partial_kG_k)\,dk\nonumber\\
&=\frac a{2\pi}\oint i\,\mathrm{tr}\big(P_k[\partial_\mu P_k,\partial_kP_k]\big)dk .
\label{curr}
\end{align}
The other part of $\partial_kG_k$, $i[\partial_k\partial_\mu P_k,P_k]$, drops out since $\mathrm{tr}(P[B,P])=0$. In terms of the orbitals the integrand is
\begin{equation}
i\sum_m\big(\langle\partial_\mu u_m|Q_k|\partial_ku_m\rangle-\langle\partial_ku_m|Q_k|\partial_\mu u_m\rangle\big).
\end{equation}
Here $Q_k$ may be replaced by 1: the $P_k$ part is a difference of two traces of the same two matrices in opposite order. With $A_\mu=i\sum_m\langle u_m|\partial_\mu u_m\rangle$ the result is $\partial_\mu A-\partial_kA_\mu$. The last term integrates to zero, so (\ref{curr}) equals $(a/2\pi)\,\partial_\mu\oint A\,dk=\partial_\mu\bar x$. A change of phase measures transported charge.

\subsection{Adding the ions}

Ions of charge $Z_Ie$ at $X_I$ in each cell, with $\sum_IZ_I=2n$, contribute the phase
\begin{equation}
-\Delta\sum_{R,I}Z_I(X_I+Ra)=-\frac{2\pi}a\sum_IZ_IX_I-2\pi n(M-1).
\end{equation}
The cell-origin terms of electrons and ions cancel. With $z_{\rm tot}$ the product of $z$ and the ionic phase factor,
\begin{equation}
\mathcal P=-\frac e{2\pi}\,\mathrm{Im}\ln z_{\rm tot}\;\longrightarrow\;\frac ea\Big(\sum_IZ_IX_I-2\bar x\Big)\pmod e .
\label{pol}
\end{equation}
This is dipole per length, which in one dimension has the unit of charge. The ambiguity $e$ is that of the logarithm. Along a continuous gapped path the branch can be followed, and the change of $\mathcal P$ is then unique.

\section{The modulus is the localization length}

Define
\begin{equation}
\lambda^2=-\Big(\frac L{2\pi}\Big)^2\frac{\ln|z|^2}N .
\label{lam}
\end{equation}
Equations (\ref{closed}) and (\ref{main}) give $\ln|z|^2=4\,\mathrm{Re}\ln\det S=-2\Delta\oint g\,dk$ to leading order. With $N=2nM$ and $M\Delta=2\pi/a$,
\begin{equation}
\lambda^2\to\frac{1}{\Delta^2}\,\frac{2\Delta}{2nM}\oint g\,dk=\frac a{2\pi n}\oint g\,dk .
\label{metric}
\end{equation}
By (\ref{g}) and (\ref{dk}) this is a property of the density matrix,
\begin{equation}
\lambda^2\to\frac1{2nM}\mathrm{Tr}(i[P,x])^2=\frac1{2nM}\iint(x-x')^2|P(x,x')|^2dx\,dx' .
\label{dm}
\end{equation}
So $\lambda$ measures how far the one-spin density matrix reaches.

It is also an orbital spread. For any normalized occupied $w$, inserting $P+Q=1$ gives
\begin{equation}
\langle x^2\rangle-\langle x\rangle^2=\langle w|xQx|w\rangle+\big(\langle w|xPx|w\rangle-\langle x\rangle^2\big).
\label{spread}
\end{equation}
The bracket is never negative, since $\langle w|xPx|w\rangle=\|Pxw\|^2\ge|\langle w|x|w\rangle|^2$. It vanishes if $PxPw=\xi w$, because then $Pxw=\xi w$. The first terms, summed over an orthonormal occupied set, give $\mathrm{Tr}(PxQxP)=\frac12\mathrm{Tr}(i[P,x])^2$ whatever the set. The eigenfunctions of $PxP$ are therefore the maximally localized Wannier functions, and $\lambda^2$ is their mean spread. On a ring $x$ must be cut somewhere, so functions far from the cut are meant.

Two limits frame the result. For isolated atoms with one non-overlapping orbital per cell, of centre $x_0$ and variance $\sigma^2$, $S$ is diagonal in the atomic orbitals with elements
\begin{equation}
S_{RR}\simeq e^{i\Delta(x_0+Ra)}\big(1-\tfrac12\Delta^2\sigma^2\big).
\end{equation}
Then $\ln|z|^2\simeq-2M\Delta^2\sigma^2$, and (\ref{lam}) with $N=2M$ gives $\lambda^2=\sigma^2$. At the other end, (\ref{metal}) makes $\lambda$ infinite for a band partly filled with Bloch states.

\section{A two-ion chain in Hartree--Fock theory}

The model cell has $a=6$ bohr, with ions A and B of charge $+1$ at 1.2 and 3.6 bohr. Their attraction is modelled by Gaussian wells of depth 1.5 and 1.0 hartree and width 0.8 bohr. Two electrons per cell fill one band and repel through a Gaussian of height 0.6 hartree and width 1.0 bohr. Restricted Hartree--Fock theory is solved on a grid with full exchange; correlation is left out. The orbital-energy gap is 0.331 hartree.

The determinant identity was tested on a ring of two cells. A sum over all 194\,580 configurations of four electrons on the grid gives $z=-0.45584-0.20233i$, and so does $(\det S)^2$. On eight cells $\det S=0.2038-0.8847i$, while the product of links is $-0.2038+0.8847i$: the sign $(-1)^7$ of (\ref{chain}) is needed.

For 32 cells, $L=192$ bohr, $N=64$ and $|z|=0.952702$. Equation (\ref{lam}) gives
\begin{equation}
\lambda^2=\Big(\frac{192}{2\pi}\Big)^2\frac{0.09691}{64}=933.8\times0.001514=1.414\ \mathrm{bohr}^2 .
\end{equation}
To more digits, rings of 8, 16 and 32 cells give 1.4104, 1.4132 and 1.4139 bohr$^2$. The density matrix (\ref{dm}) and the spread of a $PxP$ eigenfunction both give 1.4141 bohr$^2$. From 16 to 32 cells the error relative to this limit falls by a factor 3.99, and that of the centre by 4.00, as the $1/L^2$ law requires. The localization length is $\lambda=1.189$ bohr (0.629 \AA), a fifth of the cell.

With the ions included, $z_{\rm tot}=0.1341-0.9432i$ on 32 cells. Its phase is $-1.4295$, so $\mathcal P=1.4295\,e/2\pi=0.2275\,e$. The localized function is centred at $\bar x=1.7175$ bohr, nearer to the deeper well A, and (\ref{pol}) gives
\begin{equation}
\mathcal P=\frac{1.2+3.6-2(1.7175)}6\,e=0.2275\,e .
\end{equation}
The cell dipole is 1.365 $e\,$bohr ($1.157\times10^{-29}$ C\,m), modulo 6 $e\,$bohr.

Moving ion B to the right moves the electron centre to the left. The phase, extrapolated to a long ring from 16 and 32 cells with the $1/L^2$ law, gives $\partial\bar x/\partial X_B=-0.2903$, and so does the current (\ref{curr}). The effective charge of B, $a\,\partial\mathcal P/\partial X_B$, is
\begin{equation}
Z_B^*=1-2(-0.2903)=1.581
\end{equation}
in units of $e$. A common shift of both ions carries the electrons along, so in a neutral cell $Z_A^*=-Z_B^*$. The phases on 16 cells give $-1.581$ and $1.581$. Ion A thus acts as a negative charge although its bare charge is $+1$.

If fixed shares of the electron pair moved rigidly with the ions, $\partial\bar x/\partial X_B$ would equal the share attached to B ions and lie between 0 and 1. The negative slope therefore shows that charge is redistributed as B moves.

When 15 of the 32 band states are filled, $|\det S|$ is $10^{-13}$, which is zero within rounding, as (\ref{metal}) demands. The numerical output lists these values with further digits.

\section*{Table of computed values}
\begin{verbatim}
Cell length: 6.0 bohr; grid points per cell: 12
Ion positions A, B: 1.2, 3.6 bohr
Well depths A, B: 1.5, 1.0 hartree
Well width: 0.8 bohr
Repulsion strength: 0.6 hartree
Repulsion width: 1.0 bohr
Configurations summed, 2 cells, 4 electrons: 194580
z from configuration sum: -0.45583916 -0.20232553 i
z from squared determinant: -0.45583916 -0.20232553 i
8 cells, det S: 0.203842 -0.884679 i
8 cells, link product: -0.203842 +0.884679 i
Orbital-energy gap, 32 cells: 0.3307 hartree
8 cells: |z| = 0.824208
8 cells: centre from phase = 1.716255 bohr
8 cells: lambda^2 from modulus = 1.410379 bohr^2
16 cells: |z| = 0.907685
16 cells: centre from phase = 1.717209 bohr
16 cells: lambda^2 from modulus = 1.413178 bohr^2
32 cells: |z| = 0.952702
32 cells: centre from phase = 1.717447 bohr
32 cells: lambda^2 from modulus = 1.413883 bohr^2
Centre of localized function: 1.717526 bohr
Spread of localized function: 1.414119 bohr^2
lambda^2 from density matrix: 1.414119 bohr^2
lambda^2 from quantum metric: 1.414033 bohr^2
lambda^2 extrapolated from 16, 32 cells: 1.414118 bohr^2
Error ratio 16 to 32 cells, centre: 4.003
Error ratio 16 to 32 cells, lambda^2: 3.990
32 cells, z: -0.855599 -0.419036 i
32 cells, z with ions: 0.134132 -0.943213 i
Polarization from phase, 32 cells: 0.227518 e
Polarization from localized centre: 0.227491 e
Cell dipole, long-ring limit: 1.36495 e bohr
Cell dipole, SI: 1.1573e-29 C m
Localization length: 1.18917 bohr
Localization length: 0.62928 angstrom
Ion displacement for slopes: 0.01 bohr
Centre shift per shift of B, phase: -0.290338
Centre shift per shift of B, current: -0.290312
Effective charge of B, from current: 1.58062 e
Effective charges A, B, 16 cells: -1.58142, 1.58141 e
|det S|, 15 of 32 band states filled: 1.1e-13
Grid change 12 to 16 points, centre: 1.4e-08 bohr
Grid change 12 to 16 points, lambda^2: 1.1e-06 bohr^2
\end{verbatim}
